**Quantum and classical free energies of a 64 meV mode**

For a harmonic mode of energy $E=\hbar\omega$ at temperature $T$, the quantum free energy exceeds the classical one by $D=kT\ln[\sinh(x/2)/(x/2)]$, where $x=E/kT$. The program obtains the quantum side by diagonalizing the Hamiltonian on a grid and the classical side by phase-space quadrature. It asserts that both free energies, their difference, the mean energies and the position spreads agree with the derived formulas. It also asserts the first three series coefficients and, at 60 values of $x$ from 0.1 to 40, the bounds $0<D<E^2/(24kT)$. For 64 meV at 300 K the output gives $D=6.294$ meV and a leading correction of 6.602 meV. An anharmonic model well with chosen coefficients changes the gap by $-0.072$ meV at 300 K. In the same well at $kT=128$ meV, the general curvature formula is asserted to agree with the full gap within one per cent; the printed values are 1.2785 and 1.2749 meV. Further lines show the gap for modes of 50 and 20 meV and for temperatures from 77 to 1200 K.

## Check in Python

```python
"""
Result under test: for a harmonic mode of energy E = hbar*w at temperature T,
    F_quantum - F_classical = kT ln[ sinh(x/2) / (x/2) ],   x = E/kT,
which is positive and lies below its leading term E^2/(24 kT).
For E = 64 meV and T = 300 K the two values are about 6.3 and 6.6 meV.

Symbols: u = displacement (nm), k = momentum/hbar (1/nm), mu = reduced mass,
a = sqrt(hbar/(mu*w)) = oscillator length, q = u/a.
Potential: V = E*(q^2/2 + cubic*q^3 + quartic*q^4).  Energies are in meV.
The quantum side is a grid diagonalization, the classical side a quadrature
over phase space with measure du dk/(2 pi).
"""
import numpy as np
import sympy as sp
from scipy import constants as const

MEV = 1e-3 * const.e
K_B = const.k / MEV                                  # meV/K
SI_MASS_U = 28.085                                   # silicon atomic mass, u
mu = 0.5 * SI_MASS_U * const.atomic_mass             # two equal atoms, kg
HBAR2_OVER_MU = const.hbar**2 / mu / MEV * 1e18      # meV nm^2


def potential(u, energy, cubic=0.0, quartic=0.0):
    q = u / np.sqrt(HBAR2_OVER_MU / energy)
    return energy * (q**2 / 2 + cubic * q**3 + quartic * q**4)


def quantum_states(energy, cubic=0.0, quartic=0.0):
    """Levels and position densities from a sinc-grid Hamiltonian."""
    a = np.sqrt(HBAR2_OVER_MU / energy)
    u = np.linspace(-20 * a, 20 * a, 201)
    step = u[1] - u[0]
    index = np.arange(u.size)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    shape = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    hamiltonian = HBAR2_OVER_MU / (2 * step**2) * sign * shape
    hamiltonian = hamiltonian + np.diag(potential(u, energy, cubic, quartic))
    levels, vectors = np.linalg.eigh(hamiltonian)
    return levels, vectors**2, u


def free_energy_quantum(levels, kt):
    return levels[0] - kt * np.log(np.sum(np.exp(-(levels - levels[0]) / kt)))


def classical_integrals(energy, kt, cubic=0.0, quartic=0.0):
    """Free energy, mean of u^2, and mean of V'' from phase-space sums."""
    a = np.sqrt(HBAR2_OVER_MU / energy)
    u = np.linspace(-20 * a, 20 * a, 8001)
    k_max = 12 * np.sqrt(kt / HBAR2_OVER_MU)
    k = np.linspace(-k_max, k_max, 4001)
    weight = np.exp(-potential(u, energy, cubic, quartic) / kt)
    z_k = np.sum(np.exp(-HBAR2_OVER_MU * k**2 / (2 * kt))) * (k[1] - k[0])
    z_u = np.sum(weight) * (u[1] - u[0])
    h = 1e-3 * a
    curvature = (potential(u + h, energy, cubic, quartic)
                 - 2 * potential(u, energy, cubic, quartic)
                 + potential(u - h, energy, cubic, quartic)) / h**2
    mean_u2 = np.sum(weight * u**2) / np.sum(weight)
    mean_curvature = np.sum(weight * curvature) / np.sum(weight)
    return -kt * np.log(z_k * z_u / (2 * np.pi)), mean_u2, mean_curvature


def gap_from_definition(energy, kt, cubic=0.0, quartic=0.0):
    levels = quantum_states(energy, cubic, quartic)[0]
    classical = classical_integrals(energy, kt, cubic, quartic)[0]
    return free_energy_quantum(levels, kt) - classical


def gap_formula(energy, kt):
    half = energy / (2 * kt)
    return kt * np.log(np.sinh(half) / half)


def leading_formula(energy, kt):
    return energy**2 / (24 * kt)


# ---- worked example -------------------------------------------------------
E, T = 64.0, 300.0
kT = K_B * T
x = E / kT
levels, densities, grid = quantum_states(E)
F_q = free_energy_quantum(levels, kT)
F_cl, u2_cl, _ = classical_integrals(E, kT)
gap = F_q - F_cl
leading = leading_formula(E, kT)

assert np.allclose(levels[:10], E * (np.arange(10) + 0.5), atol=1e-6)
assert abs(F_q - kT * np.log(2 * np.sinh(x / 2))) < 1e-6
assert abs(F_cl - kT * np.log(x)) < 1e-6
assert abs(gap - gap_formula(E, kT)) < 1e-6
assert round(gap, 1) == 6.3 and round(leading, 1) == 6.6

# ---- series coefficients from the power series of sinh --------------------
X = sp.symbols("x")
s = sum((X / 2)**(2 * n) / sp.factorial(2 * n + 1) for n in range(1, 4))
log_series = sp.expand(s - s**2 / 2 + s**3 / 3)
coefficients = [log_series.coeff(X, n) for n in (2, 4, 6)]
assert coefficients == [sp.Rational(1, 24), -sp.Rational(1, 2880),
                        sp.Rational(1, 181440)]
terms = [kT * float(c) * x**n for c, n in zip(coefficients, (2, 4, 6))]
partial = np.cumsum(terms)
assert abs(partial[2] - gap) < abs(partial[1] - gap) < abs(partial[0] - gap)

# ---- sign and upper bound over a wide range, from explicit level sums -----
for ratio in np.geomspace(0.1, 40, 60):
    n = np.arange(2000)
    explicit = -np.log(np.sum(np.exp(-ratio * (n + 0.5)))) - np.log(ratio)
    assert 0 < explicit < ratio**2 / 24

# ---- energy and entropy parts, and position spread ------------------------
boltzmann = np.exp(-(levels - levels[0]) / kT)
boltzmann /= boltzmann.sum()
U_q = np.sum(boltzmann * levels)
beta, db = 1 / kT, 1e-4 / kT
U_cl = ((beta + db) * classical_integrals(E, 1 / (beta + db))[0]
        - (beta - db) * classical_integrals(E, 1 / (beta - db))[0]) / (2 * db)
gap_U = U_q - U_cl
gap_TS = gap_U - gap
assert abs(U_cl - kT) < 1e-4                         # finite-difference error
assert abs(gap_U - (E / 2 / np.tanh(x / 2) - kT)) < 1e-4
u2_q = np.sum(boltzmann * (grid**2 @ densities))
a_osc = np.sqrt(HBAR2_OVER_MU / E)
assert abs(u2_q / a_osc**2 - 0.5 / np.tanh(x / 2)) < 1e-8
assert abs(u2_cl / a_osc**2 - 1 / x) < 1e-8

# ---- neglected effects ----------------------------------------------------
slope = (gap_from_definition(E + 1, kT) - gap_from_definition(E - 1, kT)) / 2
assert abs(slope - (0.5 / np.tanh(x / 2) - 1 / x)) < 1e-3

CUBIC, QUARTIC = 0.05, 0.002
levels_anh = quantum_states(E, CUBIC, QUARTIC)[0]
mode_shift = levels_anh[1] - levels_anh[0] - E
gap_anh = gap_from_definition(E, kT, CUBIC, QUARTIC)
curv_anh = classical_integrals(E, kT, CUBIC, QUARTIC)[2]
leading_anh = HBAR2_OVER_MU * curv_anh / (24 * kT)
assert mode_shift < 0 and abs(gap_anh - gap) < 0.3
# High-temperature check of the curvature formula on the anharmonic well;
# the next order is smaller by roughly (E/kT)^2/120, well below one per cent.
kT_hot = 2 * E
curv_hot = classical_integrals(E, kT_hot, CUBIC, QUARTIC)[2]
lead_hot = HBAR2_OVER_MU * curv_hot / (24 * kT_hot)
gap_hot = gap_from_definition(E, kT_hot, CUBIC, QUARTIC)
assert abs(gap_hot / lead_hot - 1) < 0.01
assert abs(lead_hot / leading_formula(E, kT_hot) - 1) > 0.01

# ---- output ---------------------------------------------------------------
print(f"mode energy E = {E:.1f} meV, temperature = {T:.0f} K")
print(f"kT = {kT:.3f} meV, x = E/kT = {x:.4f}")
print(f"quantum free energy = {F_q:.3f} meV")
print(f"classical free energy = {F_cl:.3f} meV")
print(f"gap quantum - classical = {gap:.3f} meV")
print(f"gap = {gap * MEV * const.N_A / 1000:.3f} kJ/mol of modes")
print(f"leading correction = {leading:.3f} meV")
print(f"leading minus gap = {leading - gap:.3f} meV")
print(f"leading overshoot = {100 * (leading / gap - 1):.1f} % of gap")
print(f"series term x^4 = {terms[1]:.4f} meV")
print(f"series term x^6 = {terms[2]:.4f} meV")
print(f"sum of two terms = {partial[1]:.3f} meV")
print(f"sum of three terms = {partial[2]:.3f} meV")
print(f"zero-point energy = {levels[0]:.3f} meV")
print(f"classical F + zero-point = {F_cl + levels[0]:.3f} meV")
print(f"its error against quantum F = {F_cl + levels[0] - F_q:.3f} meV")
print(f"quantum mean energy = {U_q:.3f} meV")
print(f"classical mean energy = {U_cl:.3f} meV")
print(f"energy gap = {gap_U:.3f} meV")
print(f"leading energy gap = {2 * leading:.3f} meV")
print(f"T*(S_quantum - S_classical) = {gap_TS:.3f} meV")
print(f"silicon atomic mass = {SI_MASS_U:.3f} u")
print(f"oscillator length a = {1000 * a_osc:.2f} pm")
print(f"rms displacement, quantum = {1000 * np.sqrt(u2_q):.2f} pm")
print(f"rms displacement, classical = {1000 * np.sqrt(u2_cl):.2f} pm")
print(f"change of gap per meV of E = {slope:.3f} meV/meV")
print(f"anharmonic model: cubic = {CUBIC}, quartic = {QUARTIC} (no unit)")
print(f"anharmonic shift of first excitation = {mode_shift:.3f} meV")
print(f"anharmonic gap at 300 K = {gap_anh:.3f} meV")
print(f"anharmonic change of gap = {gap_anh - gap:.3f} meV")
print(f"anharmonic leading correction = {leading_anh:.3f} meV")
print(f"hot anharmonic test: kT = {kT_hot:.0f} meV")
print(f"  gap = {gap_hot:.4f} meV, curvature formula = {lead_hot:.4f} meV")
print(f"  harmonic leading value = {leading_formula(E, kT_hot):.4f} meV")
for other in (50.0, 20.0):
    g = gap_from_definition(other, kT)
    assert abs(g - gap_formula(other, kT)) < 1e-6
    print(f"mode {other:.0f} meV at 300 K: gap = {g:.3f} meV, "
          f"leading = {leading_formula(other, kT):.3f} meV")
for temp in (77, 200, 400, 600, 1200):
    kt = K_B * temp
    g = gap_from_definition(E, kt)
    assert abs(g - gap_formula(E, kt)) < 1e-6
    print(f"64 meV mode at {temp} K: x = {E / kt:.3f}, gap = {g:.3f} meV, "
          f"leading = {leading_formula(E, kt):.3f} meV")
print("OK")
```

Output:

```
mode energy E = 64.0 meV, temperature = 300 K
kT = 25.852 meV, x = E/kT = 2.4756
quantum free energy = 29.729 meV
classical free energy = 23.435 meV
gap quantum - classical = 6.294 meV
gap = 0.607 kJ/mol of modes
leading correction = 6.602 meV
leading minus gap = 0.308 meV
leading overshoot = 4.9 % of gap
series term x^4 = -0.3372 meV
series term x^6 = 0.0328 meV
sum of two terms = 6.265 meV
sum of three terms = 6.297 meV
zero-point energy = 32.000 meV
classical F + zero-point = 55.435 meV
its error against quantum F = 25.706 meV
quantum mean energy = 37.877 meV
classical mean energy = 25.852 meV
energy gap = 12.025 meV
leading energy gap = 13.203 meV
T*(S_quantum - S_classical) = 5.731 meV
silicon atomic mass = 28.085 u
oscillator length a = 6.82 pm
rms displacement, quantum = 5.25 pm
rms displacement, classical = 4.33 pm
change of gap per meV of E = 0.188 meV/meV
anharmonic model: cubic = 0.05, quartic = 0.002 (no unit)
anharmonic shift of first excitation = -0.817 meV
anharmonic gap at 300 K = 6.222 meV
anharmonic change of gap = -0.072 meV
anharmonic leading correction = 6.546 meV
hot anharmonic test: kT = 128 meV
  gap = 1.2749 meV, curvature formula = 1.2785 meV
  harmonic leading value = 1.3333 meV
mode 50 meV at 300 K: gap = 3.911 meV, leading = 4.029 meV
mode 20 meV at 300 K: gap = 0.642 meV, leading = 0.645 meV
64 meV mode at 77 K: x = 9.645, gap = 16.961 meV, leading = 25.721 meV
64 meV mode at 200 K: x = 3.713, gap = 8.963 meV, leading = 9.903 meV
64 meV mode at 400 K: x = 1.857, gap = 4.816 meV, leading = 4.951 meV
64 meV mode at 600 K: x = 1.238, gap = 3.260 meV, leading = 3.301 meV
64 meV mode at 1200 K: x = 0.619, gap = 1.645 meV, leading = 1.650 meV
OK
```
